# Solder reflow as equivalent 85 °C storage for a hafnia capacitor: a numerical check

```python
"""
Result under test: retention loss dp/dt = -k(T) f(p), k = nu exp(-E/(kB T)),
over a triangular profile T0 -> Tp -> T0 at ramp rate b equals storage at Ts for
  t_eq = (2/b) exp(E/(kB Ts)) [Tp E2(E/(kB Tp)) - T0 E2(E/(kB T0))].
p: retained polarization fraction; E: barrier (eV); kB: Boltzmann constant (eV/K);
E2: exponential integral of order 2; nu: constant prefactor; f: any loss law.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expn

KB = constants.k / constants.e
DAY = constants.day
YEAR = constants.Julian_year
barrier = 1.2
start = constants.zero_Celsius + 25.0
peak = constants.zero_Celsius + 260.0
store = constants.zero_Celsius + 85.0
ramp = 2.0
t_peak = (peak - start) / ramp


def acceleration(T, E=barrier):
    """Rate at T divided by rate at the storage temperature."""
    return np.exp(E / KB * (1 / store - 1 / T))


def temperature(t, top=peak):
    """Triangular profile as a function of time."""
    return top - ramp * abs(t - (top - start) / ramp)


def profile_integral(rate_ratio, top=peak):
    """Equivalent storage time by quadrature over time."""
    half = (top - start) / ramp
    return quad(lambda t: rate_ratio(temperature(t, top)), 0, 2 * half,
                points=[half], epsabs=0, epsrel=1e-11, limit=300)[0]


def closed_form(E=barrier, top=peak):
    """Equivalent storage time from exponential integrals."""
    bracket = (top * expn(2, E / (KB * top))
               - start * expn(2, E / (KB * start)))
    return 2 / ramp * np.exp(E / (KB * store)) * bracket


def through_reflow(slope, p):
    """Integrate dp/dt = slope(T, p) through the whole profile."""
    for span in ((0, t_peak), (t_peak, 2 * t_peak)):
        sol = solve_ivp(lambda t, y: slope(temperature(t), y), span, [p],
                        method="DOP853", rtol=1e-11, atol=1e-13, max_step=2.0)
        assert sol.success
        p = sol.y[0, -1]
    return p


# Closed form against quadrature of the definition
t_direct = profile_integral(acceleration)
t_eq = closed_form()
assert abs(t_eq / t_direct - 1) < 1e-8

# Same final state for different loss laws, reflow against storage
test_rate = 1 / (100 * DAY)
laws = {
    "first order": lambda p: p,
    "second order": lambda p: p**2,
    "stretched exponent 1/2": lambda p: 0.5 * p / (-np.log(p)),
}
law_results = {}
for name, law in laws.items():
    p_reflow = through_reflow(
        lambda T, p: -test_rate * acceleration(T) * law(p), 0.95)
    stored = solve_ivp(lambda t, p: -test_rate * law(p), (0, t_eq), [0.95],
                       method="DOP853", rtol=1e-11, atol=1e-13)
    p_store = stored.y[0, -1]
    assert abs(p_reflow - p_store) < 1e-7
    law_results[name] = (p_reflow, p_store)

# Large-barrier series; error bounded by the first omitted term
x_peak = barrier / (KB * peak)
width = KB * peak**2 / barrier
leading = 2 * width / ramp * acceleration(peak)
series = leading * (1 - 2 / x_peak + 6 / x_peak**2)
assert leading * (1 - 2 / x_peak) < t_direct < leading
assert abs(series - t_direct) < leading * 24 / x_peak**3
lower_share = (start * expn(2, barrier / (KB * start))
               / (peak * expn(2, x_peak)))
assert lower_share < 1e-6

# Sensitivity to the barrier and damage-weighted temperature
T_eff = peak * expn(2, x_peak) / expn(1, x_peak)
sensitivity = (1 / store - 1 / T_eff) / KB
h = 1e-3
up = profile_integral(lambda T: acceleration(T, barrier + h))
down = profile_integral(lambda T: acceleration(T, barrier - h))
assert abs(np.log(up / down) / (2 * h) / sensitivity - 1) < 1e-5

# Depth below the peak that holds half of the damage
T_half = brentq(lambda T: closed_form(top=T) - t_eq / 2, start + 1, peak)
depth = peak - T_half
near_peak = quad(lambda t: acceleration(temperature(t)),
                 t_peak - depth / ramp, t_peak + depth / ramp,
                 points=[t_peak], epsabs=0, epsrel=1e-10)[0]
assert abs(near_peak / t_direct - 0.5) < 1e-7

# Wrong shortcut: whole duration at the time-averaged temperature
T_mean = (start + peak) / 2
t_shortcut = 2 * t_peak * acceleration(T_mean)
assert t_shortcut < 0.1 * t_direct

# Polarization loss for a chosen time constant at the storage temperature
tau = 50 * YEAR
prefactor = np.exp(barrier / (KB * store)) / tau
phonon_rate = 1e13
phonon_life = np.exp(barrier / (KB * store)) / phonon_rate
loss_one = -np.expm1(-t_eq / tau)
loss_three = -np.expm1(-3 * t_eq / tau)
p_first = through_reflow(
    lambda T, p: -prefactor * np.exp(-barrier / (KB * T)) * p, 1.0)
assert abs((1 - p_first) / loss_one - 1) < 1e-6

# Neglected: peak hold and slow preheat
hold = 20.0
t_hold = hold * acceleration(peak)
soak_low, soak_high = constants.zero_Celsius + np.array([150.0, 200.0])
soak_time = 90.0
extra = soak_time - (soak_high - soak_low) / ramp
t_soak = extra * quad(acceleration, soak_low, soak_high)[0] / (soak_high - soak_low)

# Neglected: prefactor proportional to temperature
linear_fixed_E = profile_integral(lambda T: T / store * acceleration(T))
linear_fixed_slope = profile_integral(
    lambda T: T / store * acceleration(T, barrier - KB * store))

# Neglected: Gaussian spread of barriers, same median time constant
sigma = 0.05
E_sites = np.linspace(barrier - 8 * sigma, barrier + 8 * sigma, 4001)
weights = np.exp(-0.5 * ((E_sites - barrier) / sigma)**2)
weights /= weights.sum()
site_rates = np.exp(-(E_sites - barrier) / (KB * store)) / tau


def spread_loss(times):
    return -np.sum(weights * np.expm1(-site_rates * times))


loss_spread = spread_loss(closed_form(E_sites))
t_spread = brentq(lambda t: spread_loss(t) - loss_spread, 1e2, 1e10)
assert t_spread < t_eq

# Neglected: depolarization field, which weakens as polarization is lost
polarization = 15.0      # uC/cm2
depol_field = 0.3        # MV/cm
nucleus = 5.0            # nm3
field_energy = (polarization * 1e-2 * depol_field * 1e8
                * nucleus * 1e-27 / constants.e)
p_field = through_reflow(
    lambda T, p: -acceleration(T) / tau * p
    * np.exp(-field_energy * (1 - p) / (KB * T)), 1.0)
t_field = tau * quad(lambda p: np.exp(field_energy * (1 - p) / (KB * store)) / p,
                     p_field, 1, epsrel=1e-11)[0]
t_zero_field = closed_form(barrier - field_energy)

# Neglected: barrier softening as (1 - T/Tc)^2, same Arrhenius slope at storage
curie = 800.0
E_zero = barrier / (1 - (store / curie)**2)


def soft_exponent(T):
    return E_zero * (1 - T / curie)**2 / (KB * T)


T_a, T_b = store - 0.1, store + 0.1
soft_slope = ((soft_exponent(T_a) - soft_exponent(T_b))
              / (1 / (KB * T_a) - 1 / (KB * T_b)))
assert abs(soft_slope / barrier - 1) < 1e-5
t_soft = profile_integral(
    lambda T: np.exp(soft_exponent(store) - soft_exponent(T)))
soft_prefactor = np.exp(soft_exponent(store)) / tau

# A barrier falling linearly with temperature leaves the result unchanged
drop = 5e-4
t_linear_barrier = profile_integral(
    lambda T: np.exp((barrier - drop * store) / (KB * store)
                     - (barrier - drop * T) / (KB * T)))
assert abs(t_linear_barrier / t_eq - 1) < 1e-8

print(f"barrier: {barrier:.2f} eV; ramp: {ramp:.1f} K/s")
print(f"start, peak, storage: {start:.2f}, {peak:.2f}, {store:.2f} K")
print(f"barrier / kB: {barrier / KB:.1f} K")
print(f"profile duration: {2 * t_peak:.1f} s")
print(f"x at start, peak, storage: {barrier / (KB * start):.3f}, "
      f"{x_peak:.3f}, {barrier / (KB * store):.3f}")
print(f"E2 at peak x: {expn(2, x_peak):.5e}")
print(f"acceleration at peak: {acceleration(peak):.4e}")
print(f"width kB Tp^2/E: {width:.3f} K")
print(f"series bracket to second order: {series / leading:.5f}")
print(f"equivalent hold at peak: {t_eq / acceleration(peak):.3f} s")
print(f"lower limit / upper limit term: {lower_share:.2e}")
print(f"t_eq closed form: {t_eq:.5e} s")
print(f"t_eq time quadrature: {t_direct:.5e} s")
print(f"t_eq leading term: {leading:.5e} s; series: {series:.5e} s")
print(f"t_eq: {t_eq / DAY:.2f} days = {t_eq / 3600:.0f} h")
for name, (a, b) in law_results.items():
    print(f"p, {name}: reflow {a:.7f}, storage {b:.7f}")
print(f"test laws: start p 0.95, rate {test_rate * DAY:.3f} per day")
print(f"damage-weighted temperature: {T_eff:.2f} K")
print(f"d ln t_eq / dE: {sensitivity:.3f} per eV")
print(f"half the damage within: {depth:.2f} K of peak")
print(f"time within that depth: {2 * depth / ramp:.2f} s")
print(f"mean temperature: {T_mean:.2f} K; shortcut: {t_shortcut / DAY:.3f} days")
print(f"chosen time constant at 85 C: {tau / YEAR:.0f} years")
print(f"implied prefactor: {prefactor:.3e} 1/s")
print(f"lifetime at 85 C for 1e13 1/s: {phonon_life / 3600:.2f} h")
print(f"loss, one pass: {100 * loss_one:.3f} %; three: {100 * loss_three:.3f} %")
print(f"loss, 10 years at 85 C: {-100 * np.expm1(-10 * YEAR / tau):.2f} %")
print(f"t_eq share of 10 years: {100 * t_eq / (10 * YEAR):.2f} %")
print(f"added by {hold:.0f} s peak hold: {t_hold / DAY:.2f} days")
print(f"added by 150-200 C in {soak_time:.0f} s: {t_soak / DAY:.2f} days")
for shift in (-5.0, 5.0):
    print(f"t_eq, peak {shift:+.0f} K: {closed_form(top=peak + shift) / DAY:.2f} days")
for shift in (-0.1, 0.1):
    print(f"t_eq, barrier {shift:+.1f} eV: {closed_form(barrier + shift) / DAY:.2f} days")
print(f"prefactor ~ T, exponent fixed: {linear_fixed_E / DAY:.2f} days")
print(f"prefactor ~ T, slope fixed: {linear_fixed_slope / DAY:.2f} days")
print(f"barrier spread {sigma:.2f} eV: {t_spread / DAY:.2f} days")
print(f"loss with spread, one pass: {100 * loss_spread:.3f} %")
print(f"P {polarization:.0f} uC/cm2, field {depol_field:.1f} MV/cm, "
      f"nucleus {nucleus:.0f} nm3")
print(f"field energy P V F: {field_energy:.4f} eV")
print(f"depolarization feedback: {t_field / DAY:.2f} days")
print(f"1.2 eV as zero-field barrier: {t_zero_field / DAY:.2f} days")
print(f"softening, Curie point {curie:.0f} K: {t_soft / DAY:.2f} days")
print(f"softening, barrier at 0 K: {E_zero:.3f} eV; "
      f"at 85 C: {soft_exponent(store) * KB * store:.3f} eV")
print(f"softening, bare attempt rate: {soft_prefactor:.2e} 1/s")
print(f"barrier falling {1000 * drop:.1f} meV/K: {t_linear_barrier / DAY:.2f} days")
print("all assertions hold")
```

Running it gives:

```
barrier: 1.20 eV; ramp: 2.0 K/s
start, peak, storage: 298.15, 533.15, 358.15 K
barrier / kB: 13925.4 K
profile duration: 235.0 s
x at start, peak, storage: 46.706, 26.119, 38.882
E2 at peak x: 1.61671e-13
acceleration at peak: 3.4885e+05
width kB Tp^2/E: 20.412 K
series bracket to second order: 0.93222
equivalent hold at peak: 19.006 s
lower limit / upper limit term: 3.69e-10
t_eq closed form: 6.63004e+06 s
t_eq time quadrature: 6.63004e+06 s
t_eq leading term: 7.12076e+06 s; series: 6.63813e+06 s
t_eq: 76.74 days = 1842 h
p, first order: reflow 0.4410224, storage 0.4410224
p, second order: reflow 0.5494512, storage 0.5494512
p, stretched exponent 1/2: reflow 0.4158233, storage 0.4158233
test laws: start p 0.95, rate 0.010 per day
damage-weighted temperature: 514.76 K
d ln t_eq / dE: 9.858 per eV
half the damage within: 12.87 K of peak
time within that depth: 12.87 s
mean temperature: 415.65 K; shortcut: 0.590 days
chosen time constant at 85 C: 50 years
implied prefactor: 4.875e+07 1/s
lifetime at 85 C for 1e13 1/s: 2.14 h
loss, one pass: 0.419 %; three: 1.253 %
loss, 10 years at 85 C: 18.13 %
t_eq share of 10 years: 2.10 %
added by 20 s peak hold: 80.75 days
added by 150-200 C in 90 s: 2.81 days
t_eq, peak -5 K: 58.84 days
t_eq, peak +5 K: 99.59 days
t_eq, barrier -0.1 eV: 28.73 days
t_eq, barrier +0.1 eV: 206.24 days
prefactor ~ T, exponent fixed: 110.42 days
prefactor ~ T, slope fixed: 81.41 days
barrier spread 0.05 eV: 40.31 days
loss with spread, one pass: 0.784 %
P 15 uC/cm2, field 0.3 MV/cm, nucleus 5 nm3
field energy P V F: 0.1404 eV
depolarization feedback: 76.96 days
1.2 eV as zero-field barrier: 19.35 days
softening, Curie point 800 K: 21.23 days
softening, barrier at 0 K: 1.501 eV; at 85 C: 0.458 eV
softening, bare attempt rate: 1.75e-03 1/s
barrier falling 0.5 meV/K: 76.74 days
all assertions hold
```
